# Stress diffusion in a strained island on a thin viscous layer, part 2

A strained crystalline film island lies on a glass layer on a rigid wafer. As the glass flows, the film relaxes from its free edges. The island is a strip of width \(L\) along \(x\), with edges at \(x=\pm L/2\), and much longer along \(y\). The film is elastic and isotropic, with thickness \(h_f\), Young modulus \(E\) and Poisson ratio \(\nu\). The layer has thickness \(h_g\) and viscosity \(\eta\). There is no slip.

Tension is positive. The displacement \(u(x,t)\) along \(x\) starts from the state of equal in-plane strains \(\varepsilon_m\), and \(v=\partial u/\partial t\). With \(\sigma\equiv\sigma_{xx}\), \(E'=E/(1-\nu^2)\) and \(\sigma_0=E\varepsilon_m/(1-\nu)\),
\[
\varepsilon_{xx}=\varepsilon_m+\frac{\partial u}{\partial x},\qquad \varepsilon_{yy}=\varepsilon_m ,
\]
\[
E\varepsilon_{xx}=\sigma_{xx}-\nu\sigma_{yy},\qquad
E\varepsilon_{yy}=\sigma_{yy}-\nu\sigma_{xx},
\]
\[
\sigma=\sigma_0+E'\frac{\partial u}{\partial x},\qquad
h_f\frac{\partial\sigma}{\partial x}=T .
\]
Here \(T\) is the shear force per area of the film on the layer. A film free to rise and sink slightly has \(T=\eta v/h_g\) and \(\delta h/h_g=-\frac12\,\partial u/\partial x\), where \(h\) is the local layer thickness; a film held flat has four times the drag. The stress then obeys
\[
\frac{\partial\sigma}{\partial t}=D\frac{\partial^2\sigma}{\partial x^2},
\qquad D=\frac{E'h_fh_g}{\eta}.
\]
With force-free edges and \(k_n=(2n+1)\pi/L\), the solution is
\[
\frac{\sigma}{\sigma_0}=\sum_{n=0}^{\infty}\frac{4(-1)^n}{(2n+1)\pi}
\cos\frac{(2n+1)\pi x}{L}\;e^{-(2n+1)^2t/\tau_1},
\]
\[
\tau_1=\frac{1}{Dk_0^2}=\frac{L^2}{\pi^2D}
=\frac{\eta L^2}{\pi^2E'h_fh_g}.
\]

For a lift \(w=\delta h\), bending stiffness \(B=E'h_f^3/12\) and tension per length \(N=h_f\sigma\), the layer pressure \(p\) and flux \(q\) satisfy (primes are \(x\) derivatives)
\[
p=Bw''''-Nw''-\frac{h_f}{2}T' ,
\]
\[
q=\frac{vh}{2}-\frac{h^3}{12\eta}\frac{\partial p}{\partial x},\qquad
\frac{\partial h}{\partial t}=-\frac{\partial q}{\partial x}.
\]
The last term in \(p\) arises because the traction acts on the bottom face, offset from the midplane. The "full viscous-flow calculation" solves slow flow in a layer of finite thickness, coupled to a sinusoidally moving film that stretches and bends.

The example has \(E=150\) GPa, \(\nu=0.25\), \(\varepsilon_m=0.004\), \(h_f=50\) nm, \(h_g=100\) nm and \(\eta=10^{10}\) Pa s. Hence \(E'=160\) GPa, \(\sigma_0=800\) MPa and \(D=0.080\ \mathrm{\mu m^2/s}\). For \(L=10\) µm, \(\tau_1=127\) s. Is the island relaxed after that time?

**A:** Not yet. The stress depends on position, and \(\tau_1\) is the time in which its last surviving mode falls by a factor \(e\). The average across the strip follows from the series, since the average of \(\cos k_nx\) is \(2(-1)^n/[(2n+1)\pi]\):
\[
\frac{\langle\sigma\rangle}{\sigma_0}
=\sum_{n=0}^{\infty}\frac{8}{(2n+1)^2\pi^2}\,e^{-(2n+1)^2t/\tau_1}.
\]
For the 10 µm island:

| \(t\) (s) | \(t/\tau_1\) | centre \(\sigma/\sigma_0\) | average \(\sigma/\sigma_0\) |
|---|---|---|---|
| 6.33 | 0.05 | 1.000 | 0.839 |
| 38.0 | 0.30 | 0.915 | 0.607 |
| 127 | 1.00 | 0.468 | 0.298 |
| 253 | 2.00 | 0.172 | 0.110 |

The centre stress is halved after 118 s. The first mode alone gives this time: \((4/\pi)e^{-t/\tau_1}=1/2\) means \(t=\tau_1\ln(8/\pi)=0.935\,\tau_1\).

**Q:** In the first row the centre has not noticed anything, while the average has fallen by 16 percent. At that stage the centre cannot know how wide the island is. Where is your \(L^2\) law then?

**A:** At early times each edge acts alone. Let \(d\) be the distance from an edge and \(s=d/\sqrt{4Dt}\). The solution for one edge of a very wide film is
\[
\sigma=\sigma_0\,\mathrm{erf}(s),\qquad
\mathrm{erf}(s)=\frac{2}{\sqrt\pi}\int_0^s e^{-r^2}dr .
\]
To verify it, write \(F=\mathrm{erf}\), for which \(F''=-2sF'\). Since \(\partial s/\partial t=-s/(2t)\) and \((\partial s/\partial d)^2=1/(4Dt)\),
\[
\frac{\partial\sigma}{\partial t}=-\frac{s}{2t}\sigma_0F',\qquad
D\frac{\partial^2\sigma}{\partial d^2}=\frac{\sigma_0F''}{4t}=-\frac{s}{2t}\sigma_0F'.
\]
The two sides agree. The stress vanishes at \(d=0\) and tends to \(\sigma_0\) at any fixed \(d>0\) as \(t\to0\). The relaxed border has a width of order \(\sqrt{4Dt}\), in which \(L\) does not appear.

Both borders together reduce the average by
\[
1-\frac{\langle\sigma\rangle}{\sigma_0}
\simeq\frac2L\int_0^\infty[1-\mathrm{erf}(s)]\,dd
=\frac2L\,\sqrt{4Dt}\,\frac{1}{\sqrt\pi}
=\frac4L\sqrt{\frac{Dt}{\pi}} .
\]
The integral of \(1-\mathrm{erf}(s)\) over \(s\) is \(1/\sqrt\pi\), by one integration by parts. At \(t=1.27\) s the formula gives a loss of 0.0718.

Your question thus has two answers. At a fixed early time, the relaxed width is the same for all islands. But the time to lose a fixed fraction of the average stress is proportional to \(L^2\) even here, as the last formula shows. The full series says the same, since it contains only \(x/L\) and \(t/\tau_1\).

**Q:** A series and an error function both come from the same differential equation. If you had the edge condition wrong, both would be wrong together.

**A:** A model without that differential equation can decide. Replace the film by a row of elastic bars, each 25 nm long and prestressed to \(\sigma_0\). Give each joint the drag of the glass below it, and let the end joints have a neighbour on one side only. No edge stress is prescribed; the forces on the joints determine it. For \(L=10\) µm the stress in the bars differs from the series by at most \(4\times10^{-5}\) of \(\sigma_0\) over the four times in the table. Its slowest relaxation times for 5, 10 and 20 µm agree with \(L^2/(\pi^2D)\) to better than one part in a thousand, and a power law fitted to them has an exponent of 2.000.

**Q:** That tests the diffusion, but it takes the thin-layer drag for granted. How narrow may the island be?

**A:** The full viscous-flow calculation, with the film free to stretch and bend, answers part of this, for an edgeless sinusoidal mode with \(k=\pi/L\). For \(L=10\) µm it gives 126.9 s instead of 126.7 s, which is 0.2 percent longer. For \(L=1\) µm the time is about 20 percent longer than the formula (19 percent with the film treated as a thin plate). The calculation does not contain the flow around a real edge, and that is the larger correction. Each edge also drags the glass just outside it, which acts like an extra strip of drag of width \(a\), of order \(h_g\). The slowest mode moves fastest at the edges, and \(\sin^2kx\) integrates to \(L/2\) across the island, so the two strips lengthen the time by a fraction \(2a/(L/2)=4a/L\). With \(a\approx h_g\) this estimate is about 4 percent for \(L=10\) µm and 40 percent or more for \(L=1\) µm, where the simple law gives only a rough value.

**Q:** And the glass? On a short time scale it is an elastic solid.

**A:** Give it a shear modulus \(G\) in series with its viscosity. The shear rate is then \(v/h_g=T/\eta+(1/G)\,\partial T/\partial t\). Let \(U=a\sin kx\;e^{-\lambda t}\) be the deviation of \(u\) from its final value. Then \(v=-\lambda U\) and \(T=-E'h_fk^2U\), and the relation becomes
\[
\frac{\lambda}{h_g}=E'h_fk^2\left(\frac1\eta-\frac{\lambda}{G}\right)
\quad\Longrightarrow\quad
\frac1\lambda=\frac{1}{Dk^2}+\frac{\eta}{G}.
\]
The last step multiplies by \(h_g/\lambda\), divides by \(Dk^2=E'h_fh_gk^2/\eta\) and rearranges. The elasticity adds the glass's own relaxation time \(\eta/G\), which does not depend on \(L\). The \(L^2\) law needs \(\tau_1\gg\eta/G\), and the early-time results need \(t\gg\eta/G\) as well as \(\sqrt{4Dt}\gg h_g\). For \(G\) of order 30 GPa, \(\eta/G\) is about 0.3 s. That is negligible against 127 s, but it is a quarter of the 1.27 s used above, so the loss quoted there belongs to the purely viscous thin-layer model.

**Q:** Suppose I wait long enough. Is the film then free of strain?

**A:** Across the strip it is free of stress, which is a different thing. Setting \(\sigma=0\) gives
\[
\frac{\partial u}{\partial x}=-\frac{\sigma_0}{E'}=-(1+\nu)\varepsilon_m,\qquad
\varepsilon_{xx}=\varepsilon_m-(1+\nu)\varepsilon_m=-\nu\varepsilon_m .
\]
The film contracts beyond its unstressed width because it is still stretched along \(y\). In the example \(\varepsilon_{xx}\) goes from \(0.004\) to \(-0.001\), and each edge moves inward by \(0.005\times5\) µm, or 25 nm.

With \(\sigma_{xx}=0\), Hooke's law leaves \(\sigma_{yy}=E\varepsilon_m=600\) MPa along the strip. The elastic energy per volume was \(\tfrac12(\sigma_0\varepsilon_m+\sigma_0\varepsilon_m)=E\varepsilon_m^2/(1-\nu)\), and it is now \(\tfrac12E\varepsilon_m^2\). The fraction left is
\[
\frac{\tfrac12E\varepsilon_m^2}{E\varepsilon_m^2/(1-\nu)}=\frac{1-\nu}{2}=0.375 .
\]
This part can go only by relaxation from the far ends, which takes a time proportional to the square of the strip length.

**Q:** Then a strip is a poor way to relax a film. Take a round island. Does your scalar diffusion still hold?

**A:** The square law holds, but the stress problem changes. For a disc of radius \(R\) with radial displacement \(u(r,t)\), the added strains are \(u'\) along the radius and \(u/r\) around it, where the prime is now \(\partial/\partial r\). As before,
\[
\sigma_r=\sigma_0+E'\left(u'+\nu\frac ur\right),\qquad
\sigma_\theta=\sigma_0+E'\left(\frac ur+\nu u'\right).
\]
The force balance of a film element in polar coordinates is
\[
\frac{\eta}{h_g}\frac{\partial u}{\partial t}
=h_f\left(\sigma_r'+\frac{\sigma_r-\sigma_\theta}{r}\right).
\]
The first term in the bracket is \(E'(u''+\nu u'/r-\nu u/r^2)\), and the second is \(E'(1-\nu)(u'/r-u/r^2)\). The terms in \(\nu\) cancel:
\[
\frac{\partial u}{\partial t}=D\left(u''+\frac{u'}{r}-\frac{u}{r^2}\right).
\]
The final state is \(u=-\varepsilon_mr\), for which both stresses vanish. The deviation from it decays in modes \(J_1(\kappa r/R)\,e^{-D\kappa^2t/R^2}\), where \(J_0\) and \(J_1\) are Bessel functions. At the free edge \(\sigma_r=0\) requires \(\kappa J_1'(\kappa)+\nu J_1(\kappa)=0\). Using \(J_1'=J_0-J_1/\kappa\), this becomes
\[
\kappa J_0(\kappa)=(1-\nu)J_1(\kappa).
\]
For \(\nu=0.25\) the smallest positive root is \(\kappa=2.017\). A disc 10 µm across has the slowest radial time \(R^2/(D\kappa^2)=25/(0.080\times2.017^2)\) s, or 76.8 s. A direct calculation with 500 radial elements gives the same value. That is 0.61 of the time of a strip as wide as the disc, and no stress is left at the end.

**Q:** And a square, or any other outline?

**A:** The general balance sets \((\eta/h_g)\,\partial u_i/\partial t\) equal to \(h_f\sum_j\partial\sigma_{ij}/\partial x_j\), and the stress contains first derivatives of \(u\). If all in-plane lengths are multiplied by a factor \(c\), the right side acquires \(1/c^2\) for a given displacement, and the condition of a force-free edge keeps its form. All relaxation times are therefore multiplied by \(c^2\). The shape sets the coefficient.

**Q:** So far the film has been in tension. If it is compressed, I would expect it to buckle rather than slide outward.

**A:** It may do both, and the rates decide. Let the compressive force per length be \(P=|\sigma_0|h_f\), and give the film a ripple \(w\propto\cos kx\). With bending stiffness \(B=E'h_f^3/12\), the pressure in the layer is \(p=Bw''''+Pw''=(Bk^4-Pk^2)w\). I hold the film still in its own plane and omit the small offset of the traction. The flux is then \(-(h_g^3/12\eta)\,p'\), and conservation of volume gives
\[
\frac{\partial w}{\partial t}=\frac{h_g^3}{12\eta}\,p''
=\frac{h_g^3}{12\eta}\left(Pk^4-Bk^6\right)w .
\]
Long ripples grow and short ones decay. The growth rate is largest where its derivative with respect to \(k^2\) vanishes, \(2Pk^2=3Bk^4\), so \(k^2=2P/(3B)\) and
\[
s_{\max}=\frac{h_g^3}{12\eta}\,\frac{4P^3}{27B^2}
=\frac{16}{9}\left(\frac{h_g}{h_f}\right)^3\frac{|\sigma_0|^3}{\eta E'^2}.
\]
For the example with the sign of the strain reversed, \(1/s_{\max}=3.52\times10^4\) s. The full flow calculation gives \(3.49\times10^4\) s at a wavelength of 1.57 µm. The close match is partly fortuitous: the offset of the traction speeds the growth by a few percent, and the finite thickness of the layer slows it by a similar amount. Against this, 127 s is short, and the 10 µm island relaxes sideways before ripples can grow appreciably.

**Q:** At what width does that stop being true?

**A:** Set \(\tau_1=1/s_{\max}\) and insert \(D\). The viscosity cancels:
\[
L_w^2=\frac{\pi^2D}{s_{\max}}
=\frac{9\pi^2}{16}\,\frac{h_f^4}{h_g^2}\left(\frac{E'}{|\sigma_0|}\right)^3,
\qquad
L_w=\frac{3\pi}{4}\,\frac{h_f^2}{h_g}\left(\frac{E'}{|\sigma_0|}\right)^{3/2}.
\]
With the growth time from the full flow calculation, \(L_w\) is 166 µm. This is a comparison of rates and no sharp threshold, because the visible height of the ripples also depends on the initial roughness. At \(L=L_w\) a ripple at the centre grows by less than a factor of two before the stress across the strip has decayed. The exponent of that growth scales as \((L/L_w)^2\), so large amplification needs a few times \(L_w\). A compressed strip has a further weakness: \(\sigma_{yy}\) persists, so it can still ripple along its length after it has relaxed across its width.

**Q:** Is there a real process behind all this?

**A:** Silicon–germanium films bonded to a doped silicate glass and annealed until the glass flows are such a case. Such a film, grown on silicon, is compressed, because germanium widens the crystal lattice. Take a strain of one percent, larger than in my example. A 50 nm film at this strain is several times thicker than the equilibrium critical thickness for misfit dislocations on silicon, which is of order 10 nm. It is metastable, and the assumption of no dislocations must be verified for the growth and the anneal. With the other example values fixed, \(L_w\propto|\varepsilon_m|^{-3/2}\) then falls from 166 µm to about 42 µm, so the assumption of a flat film becomes doubtful at smaller widths than in my example. A thicker glass layer lowers \(L_w\) further, even though it shortens \(\tau_1\), as long as the layer stays thin compared with the ripple wavelength. The glass viscosity depends strongly on temperature and composition. My value is a round choice, and an error of a factor of ten in it changes \(\tau_1\) by a factor of ten. The crystal is also anisotropic: in a film with a (001) surface, \(E'\), and with it \(\tau_1\), differs by roughly 20 percent between strips relaxing along \(\langle100\rangle\) and along \(\langle110\rangle\). The ratio of times for two islands of the same shape and crystal orientation on the same layer is free of these uncertainties, as long as both stay flat, are much wider than the layer is thick, and have relaxation times much longer than \(\eta/G\). The remaining digits of the example are in the numerical output.

## Table of computed values

```
Young modulus E = 150.0 GPa
Poisson ratio nu = 0.25
misfit strain = 0.0040
film thickness = 50.0 nm
viscous layer thickness = 100.0 nm
layer viscosity = 1.00e+10 Pa s
reference island width L = 10.0 um
plane-strain modulus Ep = 160.00 GPa
initial stress = 800.0 MPa
stress diffusivity D = 8.0000e-14 m^2/s
same diffusivity = 0.0800 um^2/s
L = 5 um: tau formula = 31.663 s, chain = 31.664 s
L = 10 um: tau formula = 126.651 s, chain = 126.652 s
L = 20 um: tau formula = 506.606 s, chain = 506.607 s
fitted length exponent from chain = 1.99999
largest profile error / initial stress = 4.00e-05
t/tau = 0.05, t = 6.33 s: centre stress ratio = 1.0000, mean = 0.8394
t/tau = 0.30, t = 38.00 s: centre stress ratio = 0.9149, mean = 0.6066
t/tau = 1.00, t = 126.65 s: centre stress ratio = 0.4683, mean = 0.2982
t/tau = 2.00, t = 253.30 s: centre stress ratio = 0.1723, mean = 0.1097
time to halve centre stress = 118.36 s
early time 0.01 tau = 1.267 s
early mean loss: formula = 0.07183, chain = 0.07181
final inward shift of each edge = 25.00 nm
final strain exx = -0.00100
final stress along strip = 600.0 MPa
fraction of elastic energy left = 0.3750
full Stokes tau at L = 10 um = 126.891 s
Stokes/formula tau ratio at L = 1 um = 1.1897
relative thickness change / strain change = -0.4999
drag factor with top held flat = 4.0003
disc root kappa = 2.01717
disc of diameter 10 um: formula tau = 76.801 s, elements = 76.800 s
disc/strip time ratio = 0.6064
compressed film, fastest wrinkle wavelength = 1.570 um
wrinkle e-fold time: Stokes = 3.4949e+04 s, thin-layer formula = 3.5156e+04 s
width where tau equals Stokes wrinkle time = 166.1 um
```
